# Why Hubbard U on a d0 Cation Hardens the Soft Mode

## 1. An empty d level that bonds only when displaced

Take one empty cation d orbital and one filled anion p orbital, separated in energy by $\Delta>0$. Suppose symmetry forbids their mixing at the centred position, while a displacement $u$ of the cation couples them by $\lambda u$. All other forces give the energy $K_0u^2/2$.

Let $n$ be the d occupation per spin. The Hubbard correction used throughout is

$$E_U=\frac U2\sum_\sigma n_\sigma(1-n_\sigma)=U\,n(1-n),$$

where the last form holds for two equal spins. For small $n$ it is $Un$. Transferring occupation $n$ costs $2\Delta n$ for two spins and gains the bond energy $4\lambda u\sqrt n$. To order $u^2$, therefore,

$$E=\tfrac12K_0u^2+(2\Delta+U)n-4\lambda u\sqrt n .$$

Minimizing over $\sqrt n$ gives $\sqrt n=\lambda u/(\Delta+U/2)$. Substitution yields

$$E=\tfrac12K_0u^2-\frac{2\lambda^2u^2}{\Delta+U/2},\qquad K=K_0-\frac{4\lambda^2}{\Delta+U/2}.$$

This is a second-order Jahn-Teller effect: mixing a filled with an empty state softens the mode, and $U$ weakens the softening. One may say that $U$ charges for the hybridization, or that it raises the empty level by $U/2$. Both phrases describe the same term $Un$, so they must not be counted as two causes.

A real d0 cation is already bonded at the centred position. The next sections ask what survives then.

## 2. A cation that is already bonded

Place the d orbital, at energy 0, between two p orbitals at $-\Delta$. The orbitals are orthogonal and move with their atoms. The hoppings are $t(1+\alpha u)$ and $-t(1-\alpha u)$; the opposite signs express the opposite parity of d and p. Four electrons fill two of the three levels. The cell is fixed, and $K_0$ is taken independent of $U$.

With $a=(p_1-p_2)/\sqrt2$ and $b=(p_1+p_2)/\sqrt2$, the couplings are

$$\langle d|H|a\rangle=\sqrt2\,t\equiv V_0,\qquad \langle d|H|b\rangle=\sqrt2\,t\alpha u\equiv\lambda u .$$

At $u=0$ the d orbital bonds with $a$, and $b$ is nonbonding. Since $a$ and $b$ are degenerate, they can be rotated so that one combination couples to d with strength

$$V(u)=\sqrt{V_0^2+\lambda^2u^2}$$

and the other stays filled at $-\Delta$. Per spin, the bonding state has weight $n$ on d and $1-n$ on p, and its energy is $-\Delta(1-n)-2Vs$, with $s=\sqrt{n(1-n)}$. Adding both spins and dropping a constant,

$$E(u,n)=\tfrac12K_0u^2+2\Delta n-4Vs+Us^2. \tag{1}$$

Here $s$ is the size of the density-matrix element between d and p, the bond order per spin. The Hubbard term is thus a charge on squared bond order. This holds more widely: a density matrix of fully filled or empty states obeys $\rho^2=\rho$, whose dd element reads $n=n^2+\sum_{j\ne d}|\rho_{dj}|^2$. Hence $n(1-n)$ is the summed squared bond order to all other orbitals.

**Occupation.** Because $ds/dn=(1-2n)/(2s)$, setting $\partial E/\partial n=0$ and dividing by 2 gives

$$G\equiv\Delta+U\left(\tfrac12-n\right)=\frac{V(1-2n)}{s}. \tag{2}$$

So $U$ acts as an upward d-level shift $U(1/2-n)$, and $G$ is the effective p-d separation. Put $x=1-2n$, so that $s^2=(1-x^2)/4$. Squaring (2) gives $G^2(1-x^2)=4V^2x^2$, and therefore

$$1-2n=\frac GR,\qquad s=\frac VR,\qquad R=\sqrt{G^2+4V^2}. \tag{3}$$

The solution is a minimum if $\partial^2E/\partial n^2>0$. From $d^2s/dn^2=-1/(4s^3)$ this derivative is $V/s^3-2U=R^3/V^2-2U$, so the condition is $R^3>2UV^2$.

**Stiffness.** Since $E$ is stationary in $n$, its total derivative needs only the explicit dependence on $u$:

$$\frac{dE}{du}=K_0u-4V's .$$

At $u=0$, $V'=0$ and $V''=\lambda^2/V_0$. Differentiating once more and using $s=V_0/R$,

$$K=K_0-4V''s=K_0-\frac{4\lambda^2}{R},\qquad R=\sqrt{G^2+4V_0^2}. \tag{4}$$

From here on, $n_0$, $G$ and $R$ without an argument are values at $u=0$. When $V_0\ll G$, $n_0\to0$ and (4) returns to Section 1.

## 3. First account: the gap and the coupling

Measured from the p level, the bonding and antibonding energies at $u=0$ are $(G\mp R)/2$. The highest filled state is the nonbonding $b$ at zero, so the gap to the empty state is $(R+G)/2$. Displacement couples $b$ to the d part of the empty state, whose weight is $1-n_0=(R+G)/(2R)$. By parity, it does not couple the bonding and antibonding states. Second-order perturbation theory for two spins gives

$$\delta E=-2u^2\,\frac{\lambda^2(1-n_0)}{(R+G)/2}=-\frac{2\lambda^2u^2}{R},$$

in agreement with (4). The numerator also depends on $U$. Raising the d level makes the empty state purer in d character, which strengthens the vibronic coupling and favours softening. The gap grows faster, and the quotient falls as $1/R$.

The weights can be read from a model with round parameters: $\Delta=3$ eV, $t=1$ eV, $\alpha=2$ Å$^{-1}$ and $K_0=7.5$ eV/Å$^2$, so $V_0=1.414$ eV and $\lambda=2.828$ eV/Å.

| | $U=0$ | $U=4$ eV |
|---|---|---|
| $n_0$ | 0.136 | 0.071 |
| gap (eV) | 3.56 | 5.11 |
| squared coupling (eV²/Å²) | 6.91 | 7.43 |
| electronic stiffness (eV/Å²) | −7.76 | −5.82 |

The last row is $-4$ times coupling over gap: $-4(6.91)/3.56=-7.76$ and $-4(7.43)/5.11=-5.82$. Changing the gap first, at the old coupling, hardens the mode by 2.35 eV/Å$^2$. Changing the coupling next, at the new gap, takes back 0.41. The net hardening is 1.94 eV/Å$^2$. The split depends on this order of changes; the net value does not.

## 4. Why a fixed level shift is enough

The perturbation theory above kept the d shift at its value for $u=0$, although $n$ changes with $u$. To justify this, expand the Hubbard term about $n_0$:

$$Un(1-n)=Un_0(1-n_0)+2U\left(\tfrac12-n_0\right)(n-n_0)-U(n-n_0)^2 .$$

The middle term is the fixed level shift for two spins. Let $E_{\rm fix}(u)$ be the minimum energy without the last term. Because that term is never positive, the full minimum satisfies

$$-U(n-n_0)^2\le E(u)-E_{\rm fix}(u)\le0,$$

with $n$ taken at the full minimum. Inversion maps $u$ to $-u$ and leaves $n$ unchanged, so $n-n_0$ is of order $u^2$ and the difference is of order $u^4$. In the numerical output, doubling $u$ multiplies it by 15.97, close to 16.

The raised d level, held fixed, therefore supplies the whole harmonic hardening, through the gap and the coupling together. Nothing remains to be added for the penalty at this order. The extra term first enters the anharmonic energy, which it lowers.

## 5. Second account: the price of bond order

The same hardening can be traced through the penalty. Stationarity in $n$ gives $dE/dU=s^2$ at fixed $u$. Differentiating twice in $u$ and exchanging the derivatives,

$$\frac{dK}{dU}=\left.\frac{d^2}{du^2}\,n(1-n)\right|_{u=0}. \tag{5}$$

The mode hardens because displacement increases the squared bond order. At $U=4$ eV this quantity rises from $0.0712\times0.9288=0.0661$ at the centre to 0.0709 at $u=0.15$ Å.

For an explicit slope, (3) gives $1/2-n_0=G/(2R)$, so $G=\Delta+UG/(2R)$. Since $d(G/R)/dG=4V_0^2/R^3$,

$$\frac{dG}{dU}=\frac{G}{2R}+\frac{2UV_0^2}{R^3}\frac{dG}{dU}
\quad\Rightarrow\quad
\frac{dG}{dU}=\frac{G/(2R)}{1-2UV_0^2/R^3}.$$

Differentiating (4) with $dR/dU=(G/R)\,dG/dU$ then gives

$$\frac{dK}{dU}=\frac{4\lambda^2}{R^2}\frac GR\frac{dG}{dU}
=\frac{2\lambda^2G^2}{R^4\,(1-2UV_0^2/R^3)} . \tag{6}$$

This is positive for every stable solution with $G\neq0$. The denominator expresses feedback: a higher d level is emptier, and an emptier level is shifted further up. At $U=4$ eV it enhances the slope by a factor of 1.11.

Now divide the energy itself into its Hubbard part and the rest. At $U=4$ eV the Hubbard part contributes a curvature of 1.72 eV/Å$^2$. The electrons no longer follow the density that would minimize the remaining electronic energy alone, so its curvature changes too, here by +0.22. The sign of this change depends on the parameters and on $U$. The sum is again 1.94.

The two accounts are alternatives:

- by states: $2.35-0.41=1.94$ eV/Å$^2$;
- by energy terms: $1.72+0.22=1.94$ eV/Å$^2$.

Adding the penalty's 1.72 to the gap account's 1.94 would count one interaction twice. Applying the penalty to the $U=0$ densities, without letting them relax, gives 1.99, about 3% above the self-consistent hardening; such closeness is not guaranteed for other parameters.

## 6. From weaker softening to a stable mode

At $U=0$ the total stiffness is $7.50-7.76=-0.26$ eV/Å$^2$; at $U=4$ eV it is $7.50-5.82=1.68$. With a mode mass $M=20$ u, the wavenumber $\sqrt{|K|/M}/(2\pi c)$ changes from 60 cm$^{-1}$, imaginary, to 151 cm$^{-1}$, real.

The change is large because the soft mode is a small difference of large terms. Removing the instability takes 0.26 eV/Å$^2$, about 3% of the electronic stiffness at $U=0$.

At $U=0$ the displaced energy can be followed beyond second order. With $VV'=\lambda^2u$ and $s=V/R(u)$,

$$\frac{dE}{du}=u\left[K_0-\frac{4\lambda^2}{R(u)}\right],\qquad R(u)^2=\Delta^2+4V_0^2+4\lambda^2u^2 .$$

The bracket vanishes at $R_c=4\lambda^2/K_0=4.27$ eV, which puts the two wells at $u=\pm0.194$ Å. They lie 2.4 meV below the centred position. These are minima of the potential only: for a single mode of mass 20 u the zero-point energy exceeds this depth, so the wells would not localize the cation.

The critical $U$ follows from $R=R_c$ at $u=0$. The required separation is $G_c=\sqrt{R_c^2-4V_0^2}=3.194$ eV. Solving $G_c=\Delta+U_cG_c/(2R_c)$,

$$U_c=\frac{2R_c(G_c-\Delta)}{G_c}=\frac{2(4.267)(0.194)}{3.194}\approx0.52\ \text{eV}.$$

This small value reflects the near cancellation chosen here and should not be read as a threshold for any material.

## 7. Where the explanation changes

**Strong covalency.** If $\Delta=0$, then $n_0=1/2$ and $G=0$ solve (2) and (3) for any $U$. The level shift vanishes and $K=K_0-2\lambda^2/V_0$ does not depend on $U$, as long as $U<4V_0$ keeps the solution stable. By (6), the hardening needs a d occupation per spin different from one half. A d0 cation with $n_0<1/2$ provides this.

**Another hopping law.** For any pair of hoppings exchanged by $u\to-u$, $V'=0$ at the centre. Then $\lambda^2$ in (4) is replaced by

$$\Lambda=V_0V''=\tfrac12(V^2)''.$$

Hoppings of size $te^{\pm\alpha u}$ have $V^2=2t^2\cosh(2\alpha u)$, so $\Lambda=4t^2\alpha^2=2\lambda^2$, and the hardening doubles to 3.88 eV/Å$^2$. Sizes $t(1\pm\alpha u-\alpha^2u^2)$ give $\Lambda=-\lambda^2$: displacement now reduces total mixing, and $U$ softens the mode by 1.94. In this three-level model with $G\neq0$, the sign of $\Lambda$ decides: $U$ hardens the mode when off-centring strengthens the p-d coupling. The general condition is (5), that displacement increases $n(1-n)$. In a band, $\Lambda$ can change sign with wavevector, and the bonding energy weights it by $1/R_k$ while the slope in $U$ weights it by $1/R_k^3$. There $U$ can harden a mode even when displacement costs bonding energy.

**A periodic chain.** For alternating d and p orbitals, with all d atoms displaced together, the squared coupling at wavevector $k$ (cell length one) is

$$V_k^2=4t^2\sin^2\frac k2+4t^2\alpha^2u^2\cos^2\frac k2 .$$

Each $k$ is a two-level problem with the same effective separation $G$, now set by the average occupation. Applying (4) to each and averaging,

$$K=K_0-\left\langle\frac{16t^2\alpha^2\cos^2(k/2)}{\sqrt{G^2+16t^2\sin^2(k/2)}}\right\rangle_k .$$

At $k=0$ there is no mixing before displacement, as in Section 1. The electronic stiffness goes from −9.15 to −6.27 eV/Å$^2$ between $U=0$ and 4 eV, so the hardening survives band formation.

**Effects left out.** In a crystal calculation $U$ may also change the equilibrium volume, the dynamical charges that govern the long-range dipole force, and the overlap of the d projector with moving neighbours. These would make $K_0$, and through the bond length also $t$, $V_0$ and $\lambda$, depend on $U$, with a net sign this model does not determine. The Hartree response is also absent: as $U$ empties the d orbital, the repulsion on the cation falls and pulls the level back down. $G$ then rises less than in (2), so the gap opening and the hardening found here are unscreened values. The result therefore concerns the p-d bonding contribution at fixed cell; the full phonon shift requires the other terms as well.

## Values computed for the example and the checks

```
bare p-d separation D = 3.0 eV, hopping t = 1.0 eV
hopping slope a = 2.0 1/A, K0 = 7.5 eV/A^2
mode mass = 20 u, larger U = 4.0 eV
V0 = 1.4142 eV, lam = 2.8284 eV/A
--- U = 0.0 eV
d occupation per spin n0 = 0.1362
effective p-d separation = 3.0000 eV, R = 4.1231 eV
filled-empty gap = 3.5616 eV
squared vibronic coupling = 6.9104 eV^2/A^2
electronic stiffness = -7.7611 eV/A^2
total stiffness K = -0.2611 eV/A^2
frequency = 59.6 cm^-1 (imaginary)
slope dK/dU = 0.4983 1/A^2
--- U = 4.0 eV
d occupation per spin n0 = 0.0712
effective p-d separation = 4.7151 eV, R = 5.4984 eV
filled-empty gap = 5.1067 eV
squared vibronic coupling = 7.4302 eV^2/A^2
electronic stiffness = -5.8199 eV/A^2
total stiffness K = 1.6801 eV/A^2
frequency = 151.1 cm^-1 (real)
slope dK/dU = 0.4306 1/A^2
--- accounts of the hardening
total hardening = 1.9412 eV/A^2
K with frozen d shift = 1.6801 eV/A^2
gap change alone, old coupling = 2.3483 eV/A^2
coupling change, new gap = -0.4071 eV/A^2
penalty curvature at larger U = 1.7226 eV/A^2
change of bare-energy curvature = 0.2187 eV/A^2
first-order estimate = 1.9931 eV/A^2
self-consistency factor at larger U = 1.1065
beyond-frozen energy ratio, u doubled = 15.97
--- double well and critical U
well position at U=0 = 0.1940 A
well energy at U=0 = -2.415 meV
R_c = 4.2667 eV, separation at U_c = 3.1944 eV
critical U = 0.5194 eV
--- scope
bond order squared at u=0.15 A, larger U = 0.07091
hardening, exponential hopping = 3.8825 eV/A^2
change, mixing-reducing hopping = -1.9412 eV/A^2
chain electronic stiffness, U=0: -9.1540 eV/A^2
chain electronic stiffness, larger U: -6.2680 eV/A^2
```
